\section*{Atomic energies of an embedded-atom potential are not observables}

\section{Two rankings from one energy surface}

In a disordered-by-displacement crystal of 16 A and 16 B atoms, an embedded-atom potential assigns a mean energy of $-1.74$ eV to the A atoms and $-2.45$ eV to the B atoms. A second set of embedding and pair functions assigns $-2.35$ eV to A and $-1.84$ eV to B. The first set says that B is the more strongly bound species, the second says that A is. Yet both sets give a total energy of $-67.10$ eV, the same force on every atom and the same stress.

The idea that fails here is that a potential which reproduces total energies, forces and stresses has thereby found the energy of each atom. The two sets of functions describe one energy surface and differ in how they divide its value among the atoms.

The algebra below holds in any units; numbers are in eV and \AA. The embedded-atom energy is
\begin{align}
E&=\sum_i E_i,\qquad
E_i=F_i(\rho_i)+\frac12\sum_{j\ne i}\phi_{ij}(r_{ij}),\label{site}\\
\rho_i&=\sum_{j\ne i}f_j(r_{ij}).\label{rho}
\end{align}
A subscript on $F$, $f$ or $\phi$ selects the function belonging to the species of that atom: two A atoms have the same $F$. Each atom receives half of every pair energy in which it takes part. This equal sharing is already a convention. The density $\rho_i$ is dimensionless here.

The example is a model with round parameters. With $r_0=2.8$ \AA, cutoff $r_c=5$ \AA\ and $s(r)=[1-(r/r_c)^2]^3$ inside the cutoff, zero outside,
\begin{align}
f_A&=e^{-(r-r_0)}s(r), & f_B&=1.5\,e^{-2(r-r_0)}s(r),\\
F_A&=-\sqrt{\rho}, & F_B&=-1.5\sqrt{\rho},\\
\phi_{ab}&=P_{ab}\,e^{-5(r-r_0)}s(r),
\end{align}
where distances in the exponents are in \AA, energies are in eV, and $P_{AA}=0.2$, $P_{AB}=0.3$, $P_{BB}=0.5$.

\section{The counter-example with two atoms}

Place one A and one B atom $2.8$ \AA\ apart. The exponentials equal one, so
\begin{equation}
f_A=(1-0.56^2)^3=0.32339,\qquad f_B=1.5f_A=0.48509.
\end{equation}
Atom A sits in the density of B, and B in the density of A. Hence
\begin{align}
F_A(f_B)&=-\sqrt{0.48509}=-0.69648,\\
F_B(f_A)&=-1.5\sqrt{0.32339}=-0.85302,\\
\phi_{AB}&=0.3\times0.32339=0.09702,
\end{align}
all in eV. Adding half the pair energy to each embedding energy gives $E_A=-0.6480$ eV and $E_B=-0.8045$ eV, with total $-1.4525$ eV.

Now add a linear term $c_a\rho$ to each embedding function and compensate for it in the pair function:
\begin{align}
F_a'(\rho)&=F_a(\rho)+c_a\rho,\label{gF}\\
\phi_{ab}'(r)&=\phi_{ab}(r)-c_af_b(r)-c_bf_a(r).\label{gphi}
\end{align}
In this pair of equations the prime marks the new functions. This is the embedded-atom gauge transformation. Because $\rho$ is dimensionless, $c_a$ is an energy. Take $c_A=-0.2$ eV and $c_B=+0.2$ eV. Then
\begin{align}
F_A'&=-0.69648-0.2(0.48509)=-0.79350,\\
F_B'&=-0.85302+0.2(0.32339)=-0.78834,\\
\phi_{AB}'&=0.09702+0.2(0.48509)-0.2(0.32339)\nonumber\\
&=0.12936.
\end{align}
The new atomic energies are
\begin{align}
E_A'&=-0.79350+0.06468=-0.7288\ \text{eV},\\
E_B'&=-0.78834+0.06468=-0.7237\ \text{eV}.
\end{align}
Their sum is again $-1.4525$ eV. Atom A has gone down by $0.0808$ eV and B has gone up by the same amount, which is enough to reverse their order.

The cause is visible in the arithmetic. The embedding term of A changed by $c_Af_B$ and that of B by $c_Bf_A$. The pair function removed the sum of these two amounts, but equal sharing took half of that sum from each atom. The removal matches the addition for the pair as a whole and not for each atom.

\section{The general statement}

For any constants $c_a$, one for each species, the transformation (\ref{gF})--(\ref{gphi}) leaves the total energy, the forces and the stress unchanged for every geometry and composition. The atomic energies change by
\begin{align}
E_i'-E_i&=\sum_{j\ne i}J_{ij},\label{shift}\\
J_{ij}&=\frac12\left[c_if_j(r_{ij})-c_jf_i(r_{ij})\right]=-J_{ji}.\label{J}
\end{align}
The quantity $J_{ij}$ is the energy handed from atom $j$ to atom $i$ in the accounts. It is not a physical energy current; nothing moves.

To prove (\ref{shift}), insert the new functions in (\ref{site}). The embedding term contributes $c_i\rho_i$, which by (\ref{rho}) is a sum over neighbours:
\begin{align}
E_i'-E_i&=c_i\sum_{j\ne i}f_j-\frac12\sum_{j\ne i}(c_if_j+c_jf_i)\nonumber\\
&=\frac12\sum_{j\ne i}(c_if_j-c_jf_i).
\end{align}
All densities are evaluated at $r_{ij}$. Exchanging $i$ and $j$ reverses the sign of the bracket and leaves the distance alone, so $J_{ji}=-J_{ij}$. Summing over atoms,
\begin{equation}
E'-E=\sum_{i\ne j}J_{ij}=\frac12\sum_{i\ne j}(J_{ij}+J_{ji})=0.
\end{equation}
In a periodic crystal $j$ also runs over images; translating a pair by a lattice vector preserves its distance and species, so the same pairing of terms holds.

For the two atoms above, (\ref{J}) gives
\begin{equation}
J_{AB}=\frac12[-0.2(0.48509)-0.2(0.32339)]=-0.0808\ \text{eV},
\end{equation}
the shift found directly.

\subsection{When the atomic energies do not change}

For two atoms of the same species, $c_i=c_j$ and $f_i=f_j$, so $J_{ij}=0$. In a one-element system this gauge transformation therefore leaves each atomic energy unchanged. It moves energy between the embedding and pair parts of the same atom: those two parts are not separately observable, but their sum on the atom is preserved. The numerical shift in the displaced crystal of pure A is below $10^{-15}$ eV, which is rounding noise. The gauge transformation alone thus demonstrates the ambiguity of atomic energies in alloys, not in elements. Elements need the wider redistribution treated below.

For unlike atoms, $J_{AB}(r)$ vanishes where $c_Af_B(r)=c_Bf_A(r)$. With nonzero constants this can hold at all distances within the cutoff only if the two density functions are proportional. Here they are not. Choosing $c_A=-0.2$ eV and $c_B=-0.3$ eV makes the shift vanish at $2.8$ \AA, since $f_B/f_A=1.5$ there. At other distances
\begin{equation}
J_{AB}=\frac12c_A\,1.5f_A(r)\left[e^{-(r-r_0)}-1\right].
\end{equation}
For negative $c_A$ this is positive between $r_0$ and $r_c$; at $3.2$ \AA\ it is $0.007$ eV. Even when the individual $J_{ij}$ are nonzero, their sum over the neighbours of one particular atom may happen to vanish.

There is also the limit of large separation. Beyond the cutoff every $f$ is zero, and so is $J_{ij}$. An isolated atom keeps its energy $F_a(0)=0$. The transformation does not shift the zero of energy of a species; adding a constant to each atom of a species would be a different operation, and would change the total.

\section{Forces and stress}

Forces and stress are derivatives of the total energy, and two equal functions of the coordinates have equal derivatives. It is still useful to see the cancellation in the expressions from which they are calculated. From here on a prime on $F$, $f$ or $\phi$ denotes a derivative with respect to its argument. A small change of geometry gives
\begin{align}
dE&=\sum_iF_i'(\rho_i)\,d\rho_i+\frac12\sum_{i\ne j}\phi_{ij}'\,dr_{ij}\nonumber\\
&=\sum_{i\ne j}\left[F_i'(\rho_i)f_j'+\frac12\phi_{ij}'\right]dr_{ij}.
\end{align}
Since $dr_{ij}=dr_{ji}$, the first term may be averaged with its copy in which $i$ and $j$ are exchanged:
\begin{align}
dE&=\frac12\sum_{i\ne j}w_{ij}\,dr_{ij},\label{dE}\\
w_{ij}&=F_i'(\rho_i)f_j'+F_j'(\rho_j)f_i'+\phi_{ij}'.\label{w}
\end{align}
Under the gauge transformation the slope $F_i'(\rho_i)$ gains $c_i$, and $\phi_{ij}'$ gains $-c_if_j'-c_jf_i'$. The change of $w_{ij}$ is
\begin{equation}
c_if_j'+c_jf_i'-c_if_j'-c_jf_i'=0.
\end{equation}

Let $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. When atom $k$ moves, $r_{kj}$ has gradient $\mathbf r_{kj}/r_{kj}$. Each pair containing $k$ occurs twice in (\ref{dE}), which cancels the factor $\frac12$. The force is therefore
\begin{equation}
\mathbf G_k=-\frac{\partial E}{\partial\mathbf r_k}
=-\sum_{j\ne k}w_{kj}\frac{\mathbf r_{kj}}{r_{kj}}.
\end{equation}
Under a homogeneous symmetric strain, $d r_\alpha=\sum_\beta\varepsilon_{\alpha\beta}r_\beta$ for each separation vector, so $dr=\sum_{\alpha\beta}\varepsilon_{\alpha\beta}r_\alpha r_\beta/r$. With the static stress defined as $\sigma_{\alpha\beta}=V^{-1}\partial E/\partial\varepsilon_{\alpha\beta}$,
\begin{equation}
\sigma_{\alpha\beta}=\frac1{2V}\sum_{i\ne j}w_{ij}
\frac{r_{ij,\alpha}r_{ij,\beta}}{r_{ij}}.
\end{equation}
Both expressions contain the potential through $w_{ij}$ alone, and are unchanged. For the same masses, Newton's equations of motion are then the same as well.

\section{Reading the crystal}

The crystal of the opening is a face-centred cubic lattice of edge $4$ \AA, repeated twice in each direction, with alternating A and B layers. Each coordinate is displaced at random by up to $0.1$ \AA, so that the forces do not vanish by symmetry. The gauge constants are those of the two-atom example.

With 16 atoms of each species, the two divisions of the total read
\begin{align}
16(-1.7442-2.4496)&=-67.10\ \text{eV},\\
16(-2.3538-1.8401)&=-67.10\ \text{eV},
\end{align}
or $-2.466$ hartree. The mean A energy falls by $0.610$ eV ($0.0224$ hartree) and the mean B energy rises equally, because the numbers of atoms are equal and the shifts sum to zero. The sign follows from (\ref{J}): with $c_A<0<c_B$ and positive densities, every A--B pair lowers A and raises B.

Forces and stress calculated from the transformed functions were tested against finite differences of the original total energy. The largest discrepancies were $5\times10^{-8}$ eV/\AA\ in a force component and $2\times10^{-8}$ eV/\AA$^3$ in a stress component. The $xx$ stress is $0.00289$ eV/\AA$^3$, or $0.463$ GPa, in both gauges.

\subsection{The force is not the slope of an atom's own energy}

Moving atom $k$ also changes the energies assigned to its neighbours, so
\begin{equation}
\mathbf G_k=-\frac{\partial E_k}{\partial\mathbf r_k}
-\sum_{i\ne k}\frac{\partial E_i}{\partial\mathbf r_k}.
\end{equation}
For one A atom the $x$ force is $-0.0742$ eV/\AA\ in both gauges. The first term by itself is $-0.0356$ eV/\AA\ in the original gauge and $-0.0368$ eV/\AA\ in the transformed one. By (\ref{shift}) the second value minus the first, here $-0.0012$ eV/\AA, equals minus the gradient of $\sum_jJ_{kj}$. In the undisplaced lattice the neighbours of each atom occur in opposite pairs of the same species, so this gradient, the first term and the force all vanish there. All three are produced by the displacements, and the size of the difference quoted belongs to this atom and this component alone.

\subsection{The energy of a region}

Summing atomic energies over a region $R$ does not remove the ambiguity. Pairs with both members in $R$ cancel by antisymmetry, leaving
\begin{equation}
E_R'-E_R=\sum_{i\in R}\sum_{j\notin R}J_{ij}.
\end{equation}
The change is a transfer across the boundary, within the range of $f$. For a region of three adjacent layers, A, B and A, it is $-4.91$ eV. The remaining B layer gains $4.91$ eV. For a large compact region the boundary term grows no faster than the surface area, so its contribution per atom tends to zero. An energy assigned to an interface by summing atomic energies near it is itself proportional to an area, so it is invariant only if the transfers across the boundaries of the region vanish or cancel. They vanish for an interface between pure A and pure B when both boundaries lie farther than $r_c$ from the other species, since $J_{ij}=0$ for like atoms. A boundary that cuts A--B pairs carries a transfer in general.

\subsection{Replacing one atom}

Replace one A atom by B without moving anything. The total energy changes by $-1.049$ eV in both gauges, measured relative to the isolated atoms of the model. The energy assigned to the replaced site changes by $-0.799$ eV in the original gauge and by $+0.168$ eV in the transformed one. The balance is assigned to the other atoms: $-0.250$ eV in the first case, $-1.217$ eV in the second. The site energy does not even settle the sign of the substitution energy.

\section{What a fit can determine}

Consider the terms in a fitted potential that the gauge can mix. Let the embedding functions contain $g_A\rho$ and $g_B\rho$, and let the pair functions contain
\begin{align}
\phi_{AA}&:\ p_1f_A, &
\phi_{AB}&:\ p_2f_A+p_3f_B, &
\phi_{BB}&:\ p_4f_B.
\end{align}
Write $S_A$ for the sum of $f_A$ over ordered A--A pairs and $S_B$ for the sum of $f_B$ over ordered B--B pairs. Write $U_A$ and $U_B$ for the sums of $f_A$ and $f_B$ over A--B pairs, each counted once. The A atoms have total density $S_A+U_B$, because their B neighbours supply $f_B$; the B atoms have $S_B+U_A$. The contribution of the six parameters to the total is
\begin{align}
E_{\rm lin}&=g_A(S_A+U_B)+g_B(S_B+U_A)\nonumber\\
&\quad+\tfrac12p_1S_A+p_2U_A+p_3U_B+\tfrac12p_4S_B\nonumber\\
&=(g_A+\tfrac12p_1)S_A+(g_B+\tfrac12p_4)S_B\nonumber\\
&\quad+(g_B+p_2)U_A+(g_A+p_3)U_B.
\end{align}
Total energies can fix the four brackets and nothing more. Forces and stresses are derivatives of the same expression and contain the same four brackets. Two directions in parameter space, the two gauge constants, stay free however many such data are supplied. A penalty on the size of the parameters may select one point along these directions, but that selection comes from the penalty and not from the data.

Atomic energies would behave differently. For an A atom, sort the terms by the species of its neighbours. The coefficients that appear are $g_A+\frac12p_1$ for $f_A$ from A neighbours, and $\frac12p_2$ and $g_A+\frac12p_3$ for $f_A$ and $f_B$ summed over B neighbours. For a B atom they are $g_B+\frac12p_4$, $\frac12p_3$ and $g_B+\frac12p_2$. If these sums vary independently, $p_2$ and $p_3$ are known, then $g_A$ and $g_B$, and finally $p_1$ and $p_4$. A rank calculation over twelve cells of varied composition and geometry confirms the count: totals fix four of the six parameters, atomic energies all six. The two additional pieces of information are the convention by which the supplied atomic energies were defined.

\section{One element: a wider redistribution}

Any antisymmetric transfer $K_{ij}=-K_{ji}$ preserves the total, by the same pairing of terms as before. For a single element take
\begin{equation}
\widetilde E_i=E_i+\kappa\sum_{j\ne i}s(r_{ij})(\rho_i-\rho_j),\label{spread}
\end{equation}
with $\kappa=0.1$ eV. The new atomic energies depend on distances alone, treat identical atoms alike, and the added term has continuous first and second derivatives, also at the cutoff. They no longer have the form (\ref{site}), since $\rho_j$ brings in neighbours of neighbours and extends the range to $2r_c$. Such a form lies within reach of a more flexible potential that writes the total as a sum of local atomic terms. In the displaced crystal of pure A, (\ref{spread}) changes individual energies by up to $0.093$ eV at fixed total.

In a perfect crystal with equivalent sites all $\rho_i$ are equal and the shift is zero. More generally, any division that respects the equivalence gives each atom the same energy, which must be $E/N$. For pure A this is $-1.610$ eV. Here an atomic energy coincides with a property of the total, and its meaning comes from that property.

A vacancy destroys the equivalence. Remove one atom from the perfect 32-atom crystal and keep the others fixed. With $e=E/N$ of the perfect crystal, the vacancy energy is
\begin{equation}
E_{\rm v}=E(31)-31e=\sum_{i=1}^{31}(E_i-e)=0.661\ \text{eV}.
\end{equation}
The value belongs to the model and to the unrelaxed lattice at $4$ \AA. It is the same to these digits in cells of 108 and 256 sites, and relaxing the atoms at fixed cell lowers it by about $0.001$ eV. In the original division the twelve nearest neighbours carry $0.639$ eV and the other 19 atoms $0.022$ eV, which suggests a defect energy localized on the first shell. After (\ref{spread}) the twelve neighbours carry $-0.181$ eV and the others $0.842$ eV. The sum is still $0.661$ eV. The redistributed split depends on the cell: with 108 or 256 sites the twelve neighbours carry $-0.226$ eV, while their original share stays at $0.639$ eV.

The direction of the transfer can be derived. Transfers within the shell cancel, and those across its boundary are proportional to $\rho_i-\rho_j$ with $i$ in the shell. A nearest neighbour has lost the density of an atom at $2.83$ \AA. The atoms outside the shell have lost density from $4$ \AA\ or farther, which is much smaller because $f_A$ decays. Hence $\rho_i<\rho_j$, and for positive $\kappa$ the shell gives energy away. Reversing the sign of $\kappa$ would reverse the transfer, with the same vacancy energy.

Atomic energies remain usable as intermediate quantities in computing a total, or as a map drawn under a declared convention. A physical conclusion drawn from such a map has to survive a change of convention. Differences of total energies do when the same number of atoms of each species is counted on both sides; otherwise the zero of energy of each species must be stated too. The location of the vacancy energy on particular atoms does not survive.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cutoff, reference distance: 5.0, 2.8 angstrom
density amplitudes A, B: [1.  1.5] (dimensionless)
density decays A, B: [1. 2.] 1/angstrom
embedding amplitudes A, B: [1.  1.5] eV
pair amplitudes AA, AB, BB: 0.2, 0.3, 0.5 eV
pair decay: 5.0 1/angstrom
gauge constants c_A, c_B: [-0.2  0.2] eV
A-B pair: f_A, f_B = 0.32339, 0.48509 (dimensionless)
A-B pair original: F_A, F_B, phi = -0.69648, -0.85302, 0.09702 eV
A-B pair transformed: F_A, F_B, phi = -0.79350, -0.78834, 0.12936 eV
A-B pair original E_A, E_B: -0.64798, -0.80451 eV
A-B pair transformed E_A, E_B: -0.72882, -0.72366 eV
A-B pair shift of E_A: -0.08085 eV
A-B pair total, original: -1.45248 eV
A-B pair total, transformed: -1.45248 eV
tuned c_B: -0.300 eV; shift of E_A at 3.2 angstrom: 0.00682 eV
alloy cell: 32 atoms, edge 8.0 angstrom
alloy total, original: -67.101752 eV
alloy total, transformed: -67.101752 eV
alloy total in hartree: -2.465944 hartree
mean E_A, E_B original: -1.7442, -2.4496 eV
mean E_A, E_B transformed: -2.3538, -1.8401 eV
mean shift of E_A: -0.6095 eV
mean shift of E_A in hartree: -0.02240 hartree
x force on atom 0, original: -0.07423 eV/angstrom
x force on atom 0, transformed: -0.07423 eV/angstrom
-dE_0/dx_0, original: -0.03557 eV/angstrom
-dE_0/dx_0, transformed: -0.03679 eV/angstrom
largest force difference from finite differences: 4.6e-08 eV/angstrom
stress xx, original: 0.002887 eV/angstrom^3
stress xx, transformed: 0.002887 eV/angstrom^3
stress xx in GPa: 0.463 GPa
largest stress difference from finite differences: 1.8e-08 eV/angstrom^3
three-layer region, energy change: -4.9069 eV
three-layer region, boundary flow: -4.9069 eV
A to B replacement, total change original: -1.04888 eV
A to B replacement, total change transformed: -1.04888 eV
same, own-site change original: -0.79926 eV
same, own-site change transformed: 0.16783 eV
linear parameters fixed by totals: 4 of 6
linear parameters fixed by atomic energies: 6 of 6
one element, largest gauge shift: 6.7e-16 eV
redistribution strength kappa: 0.1 eV
one element, largest redistribution shift: 0.0927 eV
perfect one-element crystal, energy per atom: -1.60960 eV
vacancy energy, original: 0.66125 eV
vacancy energy, redistributed: 0.66125 eV
share of 12 neighbours, original: 0.63946 eV
share of 12 neighbours, redistributed: -0.18111 eV
share of other 19 atoms, original: 0.02178 eV
share of other 19 atoms, redistributed: 0.84235 eV
\end{verbatim}
